**Logarithmic tunnelling front and the imprint voltage it produces**

Planar traps filled by tunnelling are half full at depth x_h = [ln(νt) − ln(ln 2)]/(2κ), where κ is the amplitude decay constant, ν the rate prefactor and t the time. For point traps the leading result is x_p = W(νt/ln 2)/(2κ), with W the Lambert function. The program asserts that the golden-rule widths agree with outgoing-wave resonance poles in one and three dimensions, and that the advance per decade scales as 1/κ. It compares the exponential filling law with the exact evolution of a level attached to a partly filled chain. Quadrature tests the sheet density and the voltage formula, and a finite-difference Poisson solution tests the voltage again. For the model parameters the planar front advances 0.26 nm per decade and reaches 4.16 nm at 1 s, while the point-trap front reaches 3.77 nm. The planar imprint voltage grows from 4.2 mV at 1 µs to 23.7 mV at 10⁸ s, quadratically in the logarithm of time.

## Numerical check

```python
# Result under test: traps filled by elastic tunnelling from an electrode form a
# front at depth x_half = [ln(nu*t) - ln(ln 2)]/(2*kappa) for planar traps;
# point traps follow x_half = W(nu*t/ln 2)/(2*kappa) to leading order.
# kappa: amplitude decay constant (1/nm); nu: rate prefactor (1/s); t: time (s);
# k: electrode wave number at the trap energy; W: Lambert function.
# Energies are in eV, lengths in nm, potentials in V.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import exp1, lambertw

mass_ratio = 0.5
trap_depth = 1.5
band_energy = 5.0           # trap level above the electrode band bottom
trap_density = 2e-3         # per nm^3
rel_permittivity = 30.0
film = 20.0
hbar_eVs = const.hbar / const.e
hbar2_over_m = const.hbar**2 / (mass_ratio * const.m_e) / const.e * 1e18
charge_over_eps = const.e / (rel_permittivity * const.epsilon_0) * 1e9  # V nm
LN2 = np.log(2.0)


def wave_number(energy):
    return np.sqrt(2 * energy / hbar2_over_m)


def planar_prefactor(depth):
    """Golden-rule level width extrapolated to x = 0, in eV."""
    ka, kb = wave_number(depth), wave_number(band_energy)
    return 8 * depth * ka * kb / (ka**2 + kb**2)


kappa = wave_number(trap_depth)
k = wave_number(band_energy)
K2 = kappa**2 + k**2
K = np.sqrt(K2)
nu = planar_prefactor(trap_depth) / hbar_eVs


def reflection(q, total2):
    kz = np.sqrt(total2 - q * q + 0j)
    return (q + 1j * kz) / (q - 1j * kz)


def planar_pole_width(x, depth):
    """Level width from the exact outgoing-wave pole of a delta well."""
    k0 = wave_number(depth)
    total2 = k0**2 + wave_number(band_energy)**2
    kp = k0 + 0j
    for _ in range(60):
        kp = k0 * (1 + reflection(kp, total2) * np.exp(-2 * kp * x))
    return hbar2_over_m * (kp * kp).imag


# Planar golden rule and front position against exact poles
pole_error = 0.0
for x in (1.0, 1.5, 2.0):
    exact = planar_pole_width(x, trap_depth)
    golden = planar_prefactor(trap_depth) * np.exp(-2 * kappa * x)
    pole_error = max(pole_error, abs(golden / exact - 1))
    t_half = hbar_eVs * LN2 / exact
    x_formula = (np.log(nu * t_half) - np.log(LN2)) / (2 * kappa)
    assert abs(x_formula - x) < 1e-3
assert pole_error < 5e-3

# Inverse dependence on the decay constant, from exact poles
advance_rows = []
for depth in (0.75, 1.5, 3.0):
    w1, w2 = planar_pole_width(1.5, depth), planar_pole_width(2.5, depth)
    per_decade = np.log(10) / np.log(w1 / w2)
    predicted = np.log(10) / (2 * wave_number(depth))
    assert abs(per_decade / predicted - 1) < 1e-3
    advance_rows.append((depth, wave_number(depth), per_decade))

# Filling law: exact evolution of an empty level joined to a filled chain
sites, coupling, fermi = 400, 0.1, 1.0   # hopping is the energy unit
chain = np.diag(np.ones(sites - 1), 1) + np.diag(np.ones(sites - 1), -1)
e_chain, orbitals = np.linalg.eigh(chain)
filled = orbitals[:, e_chain < fermi]
full = np.zeros((sites + 1, sites + 1))
full[1:, 1:] = chain
full[0, 1] = full[1, 0] = coupling
e_full, states = np.linalg.eigh(full)
chain_width = 2 * coupling**2            # 2 pi V^2 times end-site density
filling_error = 0.0
for scaled_time in np.linspace(0.2, 3.0, 15):
    phase = np.exp(-1j * e_full * scaled_time / chain_width)
    row = (states[0] * phase) @ states[1:].T
    occupation = np.sum(abs(row @ filled)**2)
    filling_error = max(filling_error,
                        abs(occupation - (1 - np.exp(-scaled_time))))
# finite band width and finite distance to the Fermi level leave about 1 %
assert filling_error < 0.02


def occupation_planar(x, t):
    return -np.expm1(-nu * t * np.exp(-2 * kappa * x))


def planar_front(t):
    return (np.log(nu * t) - np.log(LN2)) / (2 * kappa)


def moment(profile, centre, power):
    """Integral of x**power times the profile, split at the front."""
    def integrand(x):
        return x**power * profile(x)
    return (quad(integrand, 0, centre, limit=200)[0]
            + quad(integrand, centre, centre + 20 / kappa, limit=200)[0])


def point_width(x):
    """Golden-rule width of a zero-range point trap, full momentum sum."""
    def integrand(kpar):
        q = np.sqrt(kappa**2 + kpar**2)
        kz = np.sqrt(max(K2 - q * q, 0.0))
        return kpar * kz * np.exp(-2 * (q - kappa) * x)
    value = quad(integrand, 0, k, epsabs=0, epsrel=1e-9, limit=200)[0]
    return 4 * hbar2_over_m * kappa / K2 * value * np.exp(-2 * kappa * x)


def point_pole_width(x):
    """Width from the three-dimensional outgoing-wave pole."""
    middle = 0.5 * (kappa + K)
    nodes, weights = np.polynomial.legendre.leggauss(80)
    s, ws = 0.5 * (nodes + 1), 0.5 * weights

    def tail(part, lo, hi):
        def f(q):
            return part(reflection(q, K2)) * np.exp(-2 * (q - middle) * x)
        return quad(f, lo, hi, epsabs=1e-12, limit=200)[0]
    far = (tail(np.real, middle, K) + tail(np.real, K, K + 20 / x)
           + 1j * tail(np.imag, middle, K)) * np.exp(-2 * middle * x)
    kp = kappa + 0j
    for _ in range(40):
        q = kp + (middle - kp) * s
        near = np.sum(ws * reflection(q, K2) * np.exp(-2 * q * x))
        kp = kappa + near * (middle - kp) + far
    return hbar2_over_m * (kp * kp).imag


point_error = max(abs(point_width(x) / point_pole_width(x) - 1)
                  for x in (1.0, 1.5, 2.0))
assert point_error < 2e-3


def point_front_exact(t):
    return brentq(lambda x: np.log(point_width(x) * t / hbar_eVs / LN2),
                  0.3, 15.0)


def point_front_lambert(t):
    return lambertw(nu * t / LN2).real / (2 * kappa)


def occupation_point(x, t):
    if x == 0:
        return 1.0
    return -np.expm1(-nu * t * np.exp(-2 * kappa * x) / (2 * kappa * x))


# Rigid profile: width found from the profile at two very different times
width_formula = np.log(np.log(10) / np.log(10 / 9)) / (2 * kappa)
for t in (1e-6, 1e8):
    edges = [brentq(lambda x: occupation_planar(x, t) - level, 0, film)
             for level in (0.9, 0.1)]
    assert abs(edges[1] - edges[0] - width_formula) < 1e-8

# Sheet density, including the short-time term, from direct quadrature
for theta in (0.5, 3.0, 1e6):
    t = theta / nu
    direct = moment(lambda x: occupation_planar(x, t),
                    max(planar_front(t), 0.1), 0)
    closed = (np.log(theta) + np.euler_gamma + exp1(theta)) / (2 * kappa)
    assert abs(direct - closed) < 1e-6

rows = []
for t in (1e-6, 1.0, 1e4, 1e8):
    xh, xp = planar_front(t), point_front_exact(t)
    xw = point_front_lambert(t)
    assert abs(xw / xp - 1) < 4e-3
    log_term = np.log(nu * t) + np.euler_gamma
    sheet = trap_density * log_term / (2 * kappa)
    shift = (charge_over_eps * trap_density
             * (log_term**2 + np.pi**2 / 6) / (8 * kappa**2))
    direct = charge_over_eps * trap_density * moment(
        lambda x: occupation_planar(x, t), xh, 1)
    assert abs(direct / shift - 1) < 1e-6
    shift_point = charge_over_eps * trap_density * moment(
        lambda x: occupation_point(x, t), xp, 1)
    rows.append((t, xh, xp, xw, sheet, shift, shift_point))

# Local advance of the point-trap front from the full momentum sum
t_mid = 1.0
slope_exact = (point_front_exact(t_mid * np.e**0.5)
               - point_front_exact(t_mid * np.e**-0.5))
slope_formula = 1 / (2 * kappa + 1 / point_front_exact(t_mid))
assert abs(slope_exact / slope_formula - 1) < 3e-3

# Poisson equation with both electrodes at zero potential, latest time
t_last, x_last, shift_last = rows[-1][0], rows[-1][1], rows[-1][5]
grid = np.linspace(0, film, 8001)
h = grid[1] - grid[0]
source = charge_over_eps * trap_density * occupation_planar(grid, t_last)
bands = np.ones((3, grid.size - 2))
bands[1] = -2
potential = np.zeros(grid.size)
potential[1:-1] = solve_banded((1, 1), bands, source[1:-1] * h * h)
far_field = -(potential[-1] - potential[-2]) / h
shift_poisson = -far_field * film
assert abs(shift_poisson / shift_last - 1) < 1e-3

# Barrier bending by trapped charge: semiclassical exponent at the front
z = np.linspace(0, x_last, 2001)
phi_front = np.interp(x_last, grid, potential)
barrier = trap_depth - (np.interp(z, grid, potential) - phi_front)
local_kappa = wave_number(barrier)
action = 2 * np.sum(0.5 * (local_kappa[1:] + local_kappa[:-1]) * np.diff(z))
exponent_change = action - 2 * kappa * x_last
assert abs(exponent_change) < 1.0

print(f"Mass / electron mass: {mass_ratio:.2f}")
print(f"Trap depth below band edge: {trap_depth:.2f} eV")
print(f"Trap level above electrode band bottom: {band_energy:.2f} eV")
print(f"Trap density: {trap_density*1e21:.2e} cm^-3")
print(f"Relative permittivity: {rel_permittivity:.0f}")
print(f"Film thickness: {film:.0f} nm")
print(f"Amplitude decay constant kappa: {kappa:.4f} nm^-1")
print(f"Electrode wave number k: {k:.4f} nm^-1")
print(f"Level-width prefactor: {planar_prefactor(trap_depth):.4f} eV")
print(f"Rate prefactor nu: {nu:.4e} s^-1")
print(f"Planar advance per e-fold: {1/(2*kappa):.4f} nm")
print(f"Planar advance per decade: {np.log(10)/(2*kappa):.4f} nm")
print(f"10-90 % front width: {width_formula:.4f} nm")
print(f"Planar front speed at 1 s: {1/(2*kappa):.4f} nm/s")
print("Sheet density gain per decade: "
      f"{trap_density*np.log(10)/(2*kappa)*1e14:.3e} cm^-2")
for t, xh, xp, xw, sheet, shift, shift_point in rows:
    print(f"t = {t:.0e} s: planar front {xh:.3f} nm")
    print(f"  point front, full sum {xp:.3f} nm; Lambert {xw:.3f} nm")
    print(f"  planar sheet density {sheet*1e14:.3e} cm^-2")
    print(f"  voltage: planar {shift*1e3:.2f} mV, "
          f"point {shift_point*1e3:.2f} mV")
for depth, decay, advance in advance_rows:
    print(f"Pole test, depth {depth:.2f} eV: kappa {decay:.3f} nm^-1, "
          f"{advance:.4f} nm/decade")
print(f"Point front advance at 1 s, full sum: {slope_exact:.4f} nm/e-fold")
print(f"Point front advance at 1 s, formula: {slope_formula:.4f} nm/e-fold")
print("Front shift for 1e4 times smaller nu: "
      f"{-np.log(1e4)/(2*kappa):.3f} nm")
print(f"Largest planar golden-rule error, 1-2 nm: {pole_error:.1e}")
print(f"Largest point golden-rule error, 1-2 nm: {point_error:.1e}")
print(f"Largest filling-law error in chain: {filling_error:.4f}")
print(f"Poisson voltage shift at 1e8 s: {shift_poisson*1e3:.2f} mV")
print(f"Trap-level rise at front, 1e8 s: {-phi_front*1e3:.2f} meV")
print(f"Exponent change by bending, 1e8 s: {exponent_change:.4f}")
print("Front displacement by bending, 1e8 s: "
      f"{-exponent_change/(2*kappa):.4f} nm")
print("PASS")
```

Output:

```
Mass / electron mass: 0.50
Trap depth below band edge: 1.50 eV
Trap level above electrode band bottom: 5.00 eV
Trap density: 2.00e+18 cm^-3
Relative permittivity: 30
Film thickness: 20 nm
Amplitude decay constant kappa: 4.4368 nm^-1
Electrode wave number k: 8.1004 nm^-1
Level-width prefactor: 5.0559 eV
Rate prefactor nu: 7.6813e+15 s^-1
Planar advance per e-fold: 0.1127 nm
Planar advance per decade: 0.2595 nm
10-90 % front width: 0.3476 nm
Planar front speed at 1 s: 0.1127 nm/s
Sheet density gain per decade: 5.190e+10 cm^-2
t = 1e-06 s: planar front 2.606 nm
  point front, full sum 2.272 nm; Lambert 2.268 nm
  planar sheet density 5.260e+11 cm^-2
  voltage: planar 4.19 mV, point 3.18 mV
t = 1e+00 s: planar front 4.163 nm
  point front, full sum 3.770 nm; Lambert 3.768 nm
  planar sheet density 8.374e+11 cm^-2
  voltage: planar 10.59 mV, point 8.68 mV
t = 1e+04 s: planar front 5.201 nm
  point front, full sum 4.781 nm; Lambert 4.779 nm
  planar sheet density 1.045e+12 cm^-2
  voltage: planar 16.48 mV, point 13.92 mV
t = 1e+08 s: planar front 6.239 nm
  point front, full sum 5.797 nm; Lambert 5.795 nm
  planar sheet density 1.253e+12 cm^-2
  voltage: planar 23.67 mV, point 20.43 mV
Pole test, depth 0.75 eV: kappa 3.137 nm^-1, 0.3669 nm/decade
Pole test, depth 1.50 eV: kappa 4.437 nm^-1, 0.2595 nm/decade
Pole test, depth 3.00 eV: kappa 6.275 nm^-1, 0.1835 nm/decade
Point front advance at 1 s, full sum: 0.1094 nm/e-fold
Point front advance at 1 s, formula: 0.1094 nm/e-fold
Front shift for 1e4 times smaller nu: -1.038 nm
Largest planar golden-rule error, 1-2 nm: 1.3e-03
Largest point golden-rule error, 1-2 nm: 1.2e-04
Largest filling-law error in chain: 0.0093
Poisson voltage shift at 1e8 s: 23.67 mV
Trap-level rise at front, 1e8 s: 16.28 meV
Exponent change by bending, 1e8 s: -0.0781
Front displacement by bending, 1e8 s: 0.0088 nm
PASS
```
